# Shot noise of an open chaotic cavity from occupation fluctuations

## Problem

A chaotic cavity is connected to two reservoirs, L and R, by contacts with $N_L$ and $N_R$ open modes. Write $N=N_L+N_R\gg1$. The contacts are ideal: an electron arriving in an open mode passes with certainty. A voltage $V>0$ places the chemical potential of L above that of R by $eV$. Currents are counted as $e$ times the particle flow from L to R, and $g=2$ is the spin factor.

Assume the following.

- Motion in the cavity is elastic and mixes completely before escape; direct paths between the contacts are negligible.
- $N_L$ and $N_R$ do not depend on energy within the bias window.
- The dwell time is much longer than the Ehrenfest time, the time chaotic motion needs to spread a wave packet until it is shared between the exits. A packet that left earlier would leave whole and contribute no noise.
- The frequency is far below the inverse dwell time, and phase-coherent corrections, small for large $N$, are dropped.

Noise is defined by $S=2\int dt\,\langle\delta I(t)\,\delta I(0)\rangle$, and the Fano factor by $F=S/(2eI)$.

(a) Find the mean cavity occupation and the current.
(b) Find the noise of the streams through each contact at fixed mean cavity occupation.
(c) Let the cavity occupation respond, and find $F$ at zero temperature. What is it for equal contacts?
(d) Justify treating the two contact sources as independent.

## Hints

1. At each energy, as many electrons leave the cavity as enter it.
2. In a time $t$, one mode carries $t\,dE/h$ wave packets from the window $dE$. Each is filled or empty.
3. The cavity cannot store an ever-growing charge, so the slow current fluctuations at the two contacts must match. The cavity occupation adjusts to make them match.
4. For (d), replace the cavity by $M$ cells that are shuffled at random between exchanges with the reservoirs.

## Solution

**(a) Mean occupation and current.** Let $f_L,f_R$ be the reservoir occupations and $f_C$ that of the cavity. Inflow is proportional to $N_Lf_L+N_Rf_R$ and outflow to $Nf_C$, so

$$f_C=\frac{N_Lf_L+N_Rf_R}{N},\qquad f_L-f_C=\frac{N_R}{N}(f_L-f_R).$$

The current through the left contact is

$$I=\frac{ge}{h}N_L\int(f_L-f_C)\,dE=GV,\qquad G=\frac{ge^2}{h}\frac{N_LN_R}{N},$$

because $\int(f_L-f_R)\,dE=eV$.

**(b) Contact sources.** The number $n$ of electrons in a packet is 0 or 1, so $n^2=n$ and its variance is $f-f^2=f(1-f)$. If $Q$ is the charge passed in a long time $t$, the definition of $S$ gives $\mathrm{Var}\,Q=tS/2$, hence $S=2\,\mathrm{Var}\,Q/t$. Each contact carries one stream from the reservoir and one from the cavity. Every packet passes, so the contact adds no partition noise, and the variances of the streams add:

$$S_L=\frac{2ge^2}{h}N_L\int\left[f_L(1-f_L)+f_C(1-f_C)\right]dE,$$

with $L\to R$ for the right contact.

**(c) Response of the cavity.** Let $\xi_L,\xi_R$ be the source currents counted into the cavity. An occupation fluctuation $\delta f_C$ drives extra current out through both contacts. With $X=(ge/h)\int\delta f_C\,dE$, the inward fluctuations are

$$\delta I_L=\xi_L-N_LX,\qquad \delta I_R=\xi_R-N_RX.$$

At zero frequency they sum to zero, so $X=(\xi_L+\xi_R)/N$ and

$$\delta I=\delta I_L=\xi_L-\frac{N_L}{N}(\xi_L+\xi_R)=\frac{N_R\xi_L-N_L\xi_R}{N}.$$

For independent sources,

$$S=\frac{N_R^2S_L+N_L^2S_R}{N^2}.$$

At zero temperature $f_L(1-f_L)=f_R(1-f_R)=0$. Inside the bias window $f_C=N_L/N$, so $f_C(1-f_C)=N_LN_R/N^2$; outside it this product vanishes. Therefore

$$S=\frac{2ge^2}{h}\,eV\,\frac{N_LN_R}{N^2}\,\frac{N_R^2N_L+N_L^2N_R}{N^2}
=\frac{2ge^2}{h}\,eV\,\frac{N_LN_R}{N^2}\,\frac{N_LN_R}{N}.$$

The last factor, with $(ge^2/h)V$, is the current. Hence

$$\boxed{F=\frac{N_LN_R}{(N_L+N_R)^2}},\qquad F=\frac14\ \text{ for } N_L=N_R.$$

Since $F=\frac14-(N_L-N_R)^2/(4N^2)$, equal contacts give the largest value. If $N_L\gg N_R$, then $F\simeq N_R/N_L\to0$: the cavity fills like the left reservoir, and what remains is one noiseless ideal contact.

The response is essential. With $f_C$ held fixed, the right contact would give $S_R/(2eI)=N_R/N$ and the left $N_L/N$. These disagree for unequal contacts, which violates charge conservation at zero frequency. For equal contacts both give $1/2$, twice the correct value.

**(d) Independence of the sources.** Take $M\ge N$ cells, each filled or empty. In each step the cells are shuffled; $N_L$ of them leave through L and $N_R$ through R, and they are replaced by $N_L$ filled and $N_R$ empty cells. This represents zero temperature inside the bias window.

Let $n$ cells be filled before a step and set $u=n/M$. The numbers of filled cells leaving are

$$k_L=N_Lu+\xi_L,\qquad k_R=N_Ru+\xi_R,$$

where $\xi_L,\xi_R$ now denote numbers with zero mean for any given past. Different steps are therefore uncorrelated. Because $n$ stays bounded, the sum of $k_L+k_R$ over many steps $T$ equals $N_LT$ up to a bounded term. This fixes $\sum u=[N_LT-\sum(\xi_L+\xi_R)]/N$, and then

$$\sum k_R=\frac{N_LN_R}{N}T+\sum\frac{N_L\xi_R-N_R\xi_L}{N}.$$

Drawing without replacement does correlate $\xi_L$ with $\xi_R$. To see its effect, give each cell leaving through R the weight $w_i=N_L$ and each leaving through L the weight $w_i=-N_R$. These weights sum to zero, so $\sum_{i\ne j}w_iw_j=-\sum_iw_i^2$. One cell has variance $v=u(1-u)$. Two different cells have covariance $c=-v/(M-1)$, because the total $n$ is fixed. Thus

$$\mathrm{Var}(N_L\xi_R-N_R\xi_L)=(v-c)\sum_iw_i^2=\frac{n(M-n)}{M(M-1)}\,NN_LN_R.$$

The average of the fraction is the probability $p$ that, of two different cells, the first is filled and the second empty. Dividing by $N^2$ gives a variance per step $pN_LN_R/N$. The mean per step is $N_LN_R/N$, so $F=p$.

In the stationary state, count the filled–empty ordered pairs after a step: new–new, new–old, old–new and old–old,

$$M(M-1)p=N_LN_R+2(M-N)\frac{N_LN_R}{N}+(M-N)(M-N-1)p.$$

Since $M(M-1)-(M-N)(M-N-1)=N(2M-N-1)$,

$$F=p=\frac{N_LN_R}{N^2}\,\frac{2M-N}{2M-N-1}.$$

For $M\gg1$ this is the boxed result: the draw correlations do not spoil it. The sources themselves become uncorrelated only for $M\gg N$: their correlation coefficient is $-\sqrt{N_LN_R/[(M-N_L)(M-N_R)]}$, which equals $-1$ at $M=N$. For $N_L=4$, $N_R=2$, the long-time mean and variance computed from the full transition matrix give $F=0.26667$, $0.23529$ and $0.22337$ for $M=6$, 12 and 100, in agreement with this formula; the limit is $0.22222$. For $M=100$ the noise of a single step, too short for the occupation to respond, gives $0.3316$, close to the fixed-occupation value $N_R/N=1/3$.

### A gallium arsenide cavity

Take a cavity whose irregular walls make the motion chaotic (in a perfect square it would not be), with roughly the area and perimeter of a square of side 2.0 µm in a two-dimensional electron gas with density $3.0\times10^{11}$ cm$^{-2}$, mobility $1.0\times10^6$ cm$^2$/(V s) and effective mass $0.067\,m_e$, all rough typical values. Let $N_L=12$, $N_R=6$ and $V=0.10$ mV. Then $N_LN_R/N=4$, and

$$G=4\,\frac{2e^2}{h}=309.9\ \mu\mathrm S,\qquad I=GV=30.99\ \mathrm{nA}.$$

The occupation is $f_C=12/18=0.6667$, with $f_C(1-f_C)=0.2222$. The sources are $S_L=6.621\times10^{-27}$ and $S_R=3.310\times10^{-27}$ A$^2$/Hz, so

$$S=\frac{36(6.621)+144(3.310)}{324}\times10^{-27}=2.207\times10^{-27}\ \mathrm{A^2/Hz}.$$

Dividing by $2eI=9.931\times10^{-27}$ A$^2$/Hz gives $F=0.2222$. Redistributing the same 18 modes as 9 and 9 gives $0.2500$.

Real devices depart from the assumptions in several ways; the shifts below are relative to $0.2222$.

- **Contacts.** A mode of transmission $\Gamma$ between ideal plateaus adds partition noise proportional to $\Gamma(1-\Gamma)(f_{\rm lead}-f_C)^2$. One extra half-open mode in each contact gives $F=0.2368$, about 7% higher.
- **Coherence.** At zero temperature coherent scattering gives $F=\langle\sum T_j(1-T_j)\rangle/\langle\sum T_j\rangle$, with $T_j$ the transmission eigenvalues. Averages over 4000 random $18\times18$ unitary scattering matrices give $0.2233$. Symmetric matrices, which describe time-reversal symmetry, give $0.2409$, about 8% higher. One flux quantum $h/e$ through the cavity, here about 1 mT, is an upper estimate of the field that breaks this symmetry; paths that circle the cavity before escaping make the actual field smaller, by a factor not computed here.
- **Ehrenfest time.** The dwell time is about 130 ps and the Ehrenfest time roughly 8 ps. If only electrons that stay longer than the latter make noise, exponential escape reduces $F$ by a factor of about $0.94$. This is an order-of-magnitude estimate.
- **Electron–electron scattering.** The scale $\hbar E_F/(eV)^2$, with $E_F$ the Fermi energy, is about 700 ps, so the dwell time is about 0.18 of it. This scale omits the prefactor and logarithm of the two-dimensional Fermi-liquid rate. With them the lifetime is roughly 1.4 ns at excitation energy $eV$ and longer at lower energy, so the ratio overstates the effect. Some thermalization is possible; Variation 2 gives the fully thermalized value.

The sheet resistance, about 21 Ω, is small beside $1/G=3227$ Ω, so the contacts dominate the resistance. The chance of escape per wall hit is about 0.05, which favours mixing but does not exclude direct paths. If the contacts faced each other across 2.0 µm, a fraction of about $137\ \mathrm{nm}/(2\times2.0\ \mathrm{\mu m})\approx0.03$ of the electrons entering from L would cross straight to R, where 137 nm $=N_R\pi/k_F$ is a nominal width of the right contact (a hard-wall contact in the middle of its sixth plateau would be about 149 nm wide). That is about a tenth of all those transmitted. The assumption of negligible direct paths therefore requires contacts placed out of each other's line of sight.

## Variation 1: finite temperature

*Find $S$ when both reservoirs have temperature $T$.*

Let $a=N_L/N$ and $b=N_R/N$, so $a+b=1$ and $F=ab$ is still the zero-temperature Fano factor. Expanding the square in $f_C(1-f_C)$ gives

$$f_C(1-f_C)=af_L(1-f_L)+bf_R(1-f_R)+ab(f_L-f_R)^2.$$

For a Fermi function $f(1-f)=-kT\,df/dE$, which integrates to $kT$. Next,

$$(f_L-f_R)^2=f_L(1-f_R)+f_R(1-f_L)-f_L(1-f_L)-f_R(1-f_R).$$

The first two terms have ratio $e^{eV/kT}$ and difference $f_L-f_R$, so their sum is $(f_L-f_R)\coth(eV/2kT)$. Hence

$$J\equiv\int f_C(1-f_C)\,dE=kT+F\left[eV\coth\frac{eV}{2kT}-2kT\right].$$

Combining the sources as before gives $S=2G(kT+J)$, or

$$S=4kTG(1-F)+2eIF\coth\frac{eV}{2kT}.$$

At $V\to0$ the last term tends to $4kTGF$, leaving the equilibrium noise $4kTG$. In the example at 50 mK, $eV/kT=23.2$ and the total noise is $2.873\times10^{-27}$ A$^2$/Hz, of which $4kTG$ would be $0.856\times10^{-27}$. Subtracting the equilibrium noise and dividing by $2eI$ gives $0.2031$, not $0.2222$, because the thermal term falls from $4kTG$ to $4kTG(1-F)$ under bias. The slope $dS/(2e\,dI)$ at this bias does give $0.2222$, provided the reservoir electrons stay at 50 mK. In a real device they may not. Each reservoir receives the power $GV^2/2$, and at these temperatures it is carried away mainly by the electrons. The Wiedemann–Franz law then gives $T^2=T_0^2+GV^2R/L_0$ next to the contact, with $R$ the resistance of each lead and $L_0=\pi^2k^2/3e^2$. One square of 21 Ω on each side gives about 72 mK, a total noise of $3.16\times10^{-27}$ A$^2$/Hz and a slope of about $0.27$. This shift is larger than any of the departures listed above, although $R\ll1/G$.

## Variation 2: a thermalized cavity

*Let electron–electron collisions establish a Fermi function in the cavity, with no heat lost to the lattice and cold reservoirs. Find $F$.*

Measure energy from the chemical potential of R. Particle balance gives the cavity potential $\mu_C=eVN_L/N$. Relative to a step at zero energy, a Fermi function carries energy $\mu_C^2/2+\pi^2(kT_C)^2/6$ per unit density of states. Energy balance is therefore

$$N\left[\frac{\mu_C^2}{2}+\frac{\pi^2(kT_C)^2}{6}\right]=N_L\frac{(eV)^2}{2}.$$

Inserting $\mu_C$ and solving,

$$\frac{\pi^2}{3}(kT_C)^2=(eV)^2\left[\frac{N_L}{N}-\frac{N_L^2}{N^2}\right]=(eV)^2\frac{N_LN_R}{N^2}.$$

Charge conservation still fixes $\int\delta f_C\,dE$, so the sources combine as in (c). The reservoirs are noiseless and $\int f_C(1-f_C)\,dE=kT_C$, giving $S=2GkT_C$ and

$$F_{\rm hot}=\frac{kT_C}{eV}=\frac{\sqrt{3N_LN_R}}{\pi N}.$$

For equal contacts this is $\sqrt3/(2\pi)$, slightly above $1/4$. For 12 and 6 modes it is $0.2599$, about 17% above the elastic value: collisions conserve charge and energy, but they broaden the occupation and raise the noise. Most values used here are collected in the numerical output.

## Computed values

```
CELL MODEL, NL=4, NR=2
M=6: F counted 0.26667, pair formula 0.26667
M=12: F counted 0.23529, pair formula 0.23529
M=100: F counted 0.22337, pair formula 0.22337
F for M -> infinity: 0.22222
F of a single step, M=100: 0.3316
F for NL=NR=3, M=100: 0.25130
EXAMPLE: GaAs cavity
NL, NR: 12, 6
density: 3.0e+11 cm^-2
mobility: 1.0e+06 cm^2/(V s)
effective mass: 0.067 m_e
cavity side: 2.0 um
bias: 0.10 mV; temperature: 50 mK
Fermi energy: 10.72 meV
Fermi velocity: 2.372e+05 m/s
contact widths L, R: 275, 137 nm
cavity occupation fC: 0.6667
fC(1-fC): 0.2222
conductance: 309.9 uS
current: 30.99 nA
source noise L: 6.621e-27 A^2/Hz
source noise R: 3.310e-27 A^2/Hz
shot noise S at T=0: 2.207e-27 A^2/Hz
full Poisson noise 2eI: 9.931e-27 A^2/Hz
F: 0.2222
F for NL=NR=9: 0.2500
NEGLECTED EFFECTS
eV/kT: 23.2
total noise at 50 mK: 2.873e-27 A^2/Hz
equilibrium noise 4kTG: 8.558e-28 A^2/Hz
(S(V)-S(0))/(2eI): 0.2031
slope dS/(2e dI) at the bias: 0.2222
finite N, no time reversal: 0.2229, sampled 0.2233
finite N, time reversal: 0.2407, sampled 0.2409
field of one flux quantum h/e: 1.03 mT
dwell time: 129 ps
electron-electron time, scale: 706 ps
dwell / electron-electron time: 0.18
hot-electron kT_cavity/eV: 0.2599
hot-electron F: 0.2599
Ehrenfest time, rough: 8.0 ps
Ehrenfest factor exp(-tE/tD): 0.94
F with one extra half-open mode per contact: 0.2368
sheet resistance: 20.8 ohm
cavity resistance 1/G: 3227 ohm
escape chance per wall hit: 0.051
```
